# The EXAFS formula from final-state interference, and its displaced Fourier peaks, part 1

(Sections cited here and not found follow in the second part.)

## The returning wave and the position of the peak

A model absorbing atom has six equivalent neighbours at 2.50 Å. Its fine structure, calculated with the plane-wave single-scattering formula derived below, multiplied by \(k^3\) and Fourier transformed, has its peak at 2.305 Å. The peak is 0.195 Å short of the bond length that was put in. If the phases that the absorber and the neighbours add to the oscillation are set to zero in this formula, with the amplitude unchanged, the peak stands at 2.500 Å. In this formula the displacement therefore comes from those phases, and the question is how they enter the absorption and why they shorten the apparent distance.

### What is calculated

An x-ray lifts an electron from a 1s core level into a state of energy \(E=k^2/2\), measured from the constant potential between the atoms. Atomic units, \(\hbar=m=e=1\), are used in the derivations. The description is a one-electron one: a single electron moves in a fixed potential made of spherical atomic potentials that do not overlap. Any loss of amplitude due to rearrangement of the other electrons lies outside it.

Let \(\mu\) be the absorption of the atom in its surroundings and \(\mu_0\) that of the same atom, with the same potential, without neighbours. The fine structure is

\[
\chi(k)=\frac{\mu(k)}{\mu_0(k)}-1 .
\]

For polarization \(\boldsymbol\varepsilon\), the dipole operator acting on the core orbital \(\varphi_c\) gives the source function

\[
s(\mathbf r)=(\boldsymbol\varepsilon\cdot\mathbf r)\,\varphi_c(r).
\]

It is real, of p type, and confined to the interior of the absorber. The golden rule gives \(\mu\propto\sum_f|\langle f|s\rangle|^2\delta(E-E_f)\), with a photon-energy factor that cancels in \(\mu/\mu_0\). With \(G=(E-H+i0)^{-1}\) and \(\delta(E-H)=-\pi^{-1}\,\mathrm{Im}\,G\), the sum over final states becomes

\[
\mu\propto-\mathrm{Im}\,\langle s|G|s\rangle .
\]

The function \(\Psi=Gs\) is the outgoing wave driven by the source. The absorption depends on the value of this wave at the source itself. A neighbour changes the absorption by sending part of the wave back to the place where it was made.

### The absorber alone

Take first one neighbour, at \(R\hat{\mathbf z}\), and polarization along the bond, so that \(s=\tilde s(r)\cos\theta\). Let \(j_l\) and \(n_l\) be the spherical Bessel functions, and let \(h_l=j_l+in_l\) be the outgoing combination. Let \(\delta_1\) be the absorber's p-wave phase shift. The regular radial solution \(\mathcal R_1(r)\) is real and is normalized so that outside the atomic potential

\[
\mathcal R_1=\cos\delta_1\,j_1(kr)-\sin\delta_1\,n_1(kr)=\mathrm{Re}\left[e^{i\delta_1}h_1(kr)\right].
\]

Let \(\mathcal H_1(r)\) be the solution that equals \(e^{i\delta_1}h_1(kr)\) outside. Its real part is \(\mathcal R_1\) at every radius, because both satisfy the same real equation and agree outside.

Writing \(\Psi=g(r)\cos\theta\), the equation \((E-H)\Psi=s\) becomes

\[
\frac{1}{2r^2}\frac{d}{dr}\left(r^2\frac{dg}{dr}\right)+\left[E-V-\frac1{r^2}\right]g=\tilde s .
\]

Its outgoing Green function has the form \(A\,\mathcal R_1(r_<)\mathcal H_1(r_>)\), where \(r_<\) and \(r_>\) are the smaller and larger of the two radii. The unit source fixes the jump in slope:

\[
\frac A2\,r^2\left(\mathcal R_1\mathcal H_1'-\mathcal R_1'\mathcal H_1\right)=1 .
\]

The bracket multiplied by \(r^2\) is independent of \(r\) and can be evaluated outside. With \(x=kr\) and \(j_1n_1'-j_1'n_1=1/x^2\), it equals \(i\,r^2k/(kr)^2=i/k\). Hence \(A=-2ik\).

Define \(M=\int\mathcal R_1\tilde s\,r^2dr\). Outside the absorber the wave is

\[
\Psi=-2ikM\,e^{i\delta_1}h_1(kr)\cos\theta .
\]

This is where the first factor \(e^{i\delta_1}\) arises: the electron has crossed the absorber's potential once, on the way out. For the absorption, the angular integral of \(\cos^2\theta\) is \(4\pi/3\). The imaginary part of \(-2ik\,\mathcal R_1\mathcal H_1\) is \(-2k\,\mathcal R_1\mathcal R_1\), so

\[
-\mathrm{Im}\,\langle s|G_c|s\rangle=\frac{4\pi}{3}\,2kM^2,
\]

where \(G_c\) belongs to the absorber alone.

### The wave as the neighbour sees it

Let \(\mathbf r=R\hat{\mathbf z}+\mathbf r'\), where \(\mathbf r'\) is measured from the neighbour and has polar angle \(\theta'\). An outgoing s wave from the absorber is regular at the neighbour, so for \(r'<R\) it is a sum of terms \(j_l(kr')P_l(\cos\theta')\). As a function of \(R\) it is outgoing, so the coefficients are \(c_lh_l(kR)\).

The numbers \(c_l\) follow from the limit of large \(R\). There \(|R\hat{\mathbf z}+\mathbf r'|\approx R+r'\cos\theta'\), and

\[
h_0\to-i\,\frac{e^{ikR}}{kR}\sum_l i^l(2l+1)j_l(kr')P_l(\cos\theta'),\qquad
h_l(kR)\to(-i)^{l+1}\frac{e^{ikR}}{kR}.
\]

Comparison gives \(c_l=(2l+1)(-1)^l\), and therefore

\[
h_0(k|R\hat{\mathbf z}+\mathbf r'|)=\sum_l(2l+1)(-1)^lh_l(kR)\,j_l(kr')P_l(\cos\theta').
\]

The required p wave is a derivative of this s wave. Since \(h_0'=-h_1\), one has \(h_1(kr)\cos\theta=-k^{-1}\partial_zh_0(kr)\). The s wave depends on \(R\hat{\mathbf z}+\mathbf r'\), so \(\partial_z\) can be taken as \(\partial_R\) at fixed \(\mathbf r'\):

\[
h_1(kr)\cos\theta=-\sum_l(2l+1)(-1)^lh_l'(kR)\,j_l(kr')P_l(\cos\theta').
\]

The prime on \(h_l\) denotes the derivative with respect to its argument.

### Scattering and return

Let \(\eta_l\) be the neighbour's phase shifts and \(t_l=e^{i\eta_l}\sin\eta_l\). The neighbour replaces each incident \(j_l\) by \(j_l+it_lh_l\). To confirm the factor, write

\[
j_l+it_l(j_l+in_l)=e^{i\eta_l}\left[(e^{-i\eta_l}+i\sin\eta_l)j_l-\sin\eta_l\,n_l\right]
=e^{i\eta_l}(\cos\eta_l\,j_l-\sin\eta_l\,n_l),
\]

which is the regular solution outside the neighbour. The scattered wave is the part with \(h_l(kr')\).

The source responds to the p component of this wave about the absorber. Suppose that \(h_l(kr')P_l(\cos\theta')\) contains \(b_l\,j_1(kr)\cos\theta\). Near the origin \(j_1(kr)\cos\theta\approx kz/3\), while the other partial waves have no \(z\) derivative there. Thus \(b_l\) is \(3/k\) times the \(z\) derivative at the origin. On the axis between the atoms, \(r'=R-z\) and \(\cos\theta'=-1\), so the function is \((-1)^lh_l(k(R-z))\). Its derivative gives

\[
b_l=-3(-1)^lh_l'(kR).
\]

Multiplying the incident coefficient, the scattering factor \(it_l\) and \(b_l\), the two minus signs and the two factors \((-1)^l\) cancel. An outgoing wave \(h_1(kr)\cos\theta\) thus returns as \(C\,j_1(kr)\cos\theta\), with

\[
C=3\sum_l(2l+1)\,i\,t_l\,[h_l'(kR)]^2 .
\]

The returning wave enters the absorber. By the identity just used for the neighbour, the absorber turns \(j_1\) into \(e^{i\delta_1}\mathcal R_1\). This is the second crossing and the second factor \(e^{i\delta_1}\). The change at the source is

\[
\Delta\langle s|G|s\rangle=\frac{4\pi}{3}(-2ik)M^2e^{2i\delta_1}C .
\]

Division of its negative imaginary part by the result for the isolated absorber gives

\[
\boxed{\chi=\mathrm{Re}\left[e^{2i\delta_1}C\right].}
\]

The source strength \(M\) has cancelled. In this model the fine structure does not depend on the shape of the core orbital, as long as the orbital stays inside the absorber.

### Large distance

For \(x=kR\) large compared with the values of \(l(l+1)\) that matter, \(h_l\to(-i)^{l+1}e^{ix}/x\). Differentiating the exponential gives \(h_l'\to(-i)^le^{ix}/x\), and therefore \([h_l']^2\to(-1)^le^{2ix}/x^2\). The alternating sign is the one that occurs in the backscattering amplitude,

\[
f(\pi)=\frac1k\sum_l(2l+1)(-1)^lt_l .
\]

Hence \(C\to3i\,f(\pi)e^{2ikR}/(kR^2)\). Since \(\mathrm{Re}(iz)=-\mathrm{Im}\,z\),

\[
\boxed{\chi(k)=-\frac{3|f(\pi)|}{kR^2}\sin\left[2kR+2\delta_1+\arg f(\pi)\right].}
\]

The minus sign comes from the odd parity of the p wave: the returning wave travels along \(-\hat{\mathbf z}\), whereas the lobe that reached the neighbour travelled along \(+\hat{\mathbf z}\).

The leading correction follows from \(h_l\approx(-i)^{l+1}(e^{ix}/x)[1+il(l+1)/(2x)]\). Differentiation and squaring give

\[
[h_l']^2\approx(-1)^l\frac{e^{2ix}}{x^2}\left[1+\frac{i\,[l(l+1)+2]}{x}\right].
\]

At fixed \(k\) the relative error of the plane-wave formula thus falls as \(1/R\). Its dependence on \(k\) also involves the \(t_l\) and the range of \(l\) that scatter.

Two Gaussian wells show its size. The absorber is \(-8e^{-(r/0.6)^2}\) and the neighbour \(-6e^{-(r/0.5)^2}\), with energies in hartree and lengths in bohr. The driven equation for both wells together was solved by finite differences in radius with coupled angular channels, a method that includes repeated scattering and uses no phase shifts. At \(k=2\) bohr⁻¹ and \(R=6\) bohr it gives \(\chi=-0.0106\). The spherical-wave formula also gives \(-0.0106\), and the plane-wave formula gives \(-0.0123\). The complex plane-wave signal, whose real part is \(\chi\), is in error by 17% of the grid value. At \(R=12\) bohr the error is 9%, close to the expected halving.

### From phase to peak position

For equivalent neighbours in an isotropic sample, write the signal as \(\chi=-A(k)\sin[2kR+\phi(k)]\), with \(A>0\) and

\[
\phi=2\delta_1+\arg f(\pi).
\]

Multiply it by a real weight \(w(k)\) that vanishes at both ends of the measured range, and let \(B=wA\). The transform is \(F(r)=\int w\chi\,e^{-2ikr}dk\). The sine contains two exponentials. One produces a peak at positive \(r\) and the other its mirror image at negative \(r\). When the two are well separated, the part at positive \(r\) is

\[
F(r)=\frac i2\int q(k)\,e^{-2ikr}dk,\qquad q=B\,e^{i(2kR+\phi)} .
\]

Because \(r\,e^{-2ikr}=(i/2)\,\partial_ke^{-2ikr}\), integration by parts shows that \(rF\) is the same transform with \(q\) replaced by \(-(i/2)q'\). The boundary terms vanish with \(B\). Parseval's theorem then gives the centroid of \(|F|^2\):

\[
\langle r\rangle=\frac{\int q^*\left(-\tfrac i2q'\right)dk}{\int|q|^2dk}.
\]

Differentiation of \(q\) yields

\[
-\frac i2q^*q'=-\frac i2BB'+\left(R+\frac12\phi'\right)B^2 .
\]

The first term is a total derivative and integrates to zero. What remains is

\[
\boxed{\langle r\rangle=R+\frac12\left\langle\frac{d\phi}{dk}\right\rangle,}
\]

where the average over \(k\) has weight \(B^2\). A constant phase does not move the centroid. A phase that falls with \(k\) moves it below \(R\). If \(\phi\) is linear, \(|F|\) is displaced without change of shape and its maximum moves by the same amount. If \(\phi\) is curved, the maximum and the centroid may differ.

### The 0.195 Å

The atoms of the opening example are screened Coulomb wells \(-(Z/r)e^{-r/a}\). The absorber has \(Z=30\), \(a=0.30\) bohr, and each neighbour has \(Z=8\), \(a=0.45\) bohr. Each potential is cut at \(R/2\) and shifted so that it vanishes there. The phase shifts come from numerical integration of the radial equation by the Numerov method. The weight is \(k^3\) times a sine-squared window from 3 to 14 Å⁻¹. The amplitude also contains the damping factor \(D=e^{-2\sigma^2k^2-2R/\lambda}\), introduced in the second half, with \(\sigma^2=0.005\) Å² and \(\lambda=10\) Å.

At \(k=6\) Å⁻¹ the calculation gives \(|f(\pi)|=0.390\) Å, \(2\delta_1=-2.773\) and \(\arg f(\pi)=-1.092\), the phases being in radians and defined up to multiples of \(2\pi\). The damping is \(D=e^{-0.36-0.50}=0.423\). For an isotropic sample, where the factor 3 is replaced by 1 for each neighbour,

\[
\chi=-\frac{6\times0.390}{6\times2.50^2}\times0.423\times\sin(30-2.773-1.092)=-0.0222 .
\]

Half the weighted mean slope of \(2\delta_1\) is \(-0.150\) Å, and half that of \(\arg f(\pi)\) is \(-0.046\) Å. The predicted centroid is

\[
2.50-0.150-0.046=2.304\ \text{Å},
\]

and the transform has its maximum at 2.305 Å. With the absorber's phase alone the maximum is at 2.354 Å. With the neighbour's phase alone it is at 2.451 Å. In this model about three quarters of the displacement belongs to the absorber, whose potential the electron crosses on the way out and again on the way back.

## The sum over final states

The symbols carried over are these. The absorber is at the origin, its p-wave phase shift is \(\delta_1\), and \(s\) is the real p-type source left by the dipole operator. The integral of \(s\) with the regular radial solution \(\mathcal R_1\) is \(M\). A neighbour at \(R\hat{\mathbf z}\) has scattering amplitude \(f\), with partial-wave factors \(t_l=e^{i\eta_l}\sin\eta_l\). The first half followed the wave driven by \(s\) and found, for polarization along the bond and large \(kR\), \(\chi=-3\,\mathrm{Im}[f(\pi)e^{2ikR+2i\delta_1}]/(kR^2)\). It also found that the Fourier centroid lies at \(R+\tfrac12\langle d\phi/dk\rangle\), with \(\phi=2\delta_1+\arg f(\pi)\).

The same fine structure can be obtained without a driven wave, by adding the transition probabilities into all final directions. In this derivation the interference is that between the different ways in which a final state reaches the core.

### Final states seen from the core

An electron detected far away with direction \(\hat{\mathbf k}\) is described by a state \(\psi^{(-)}_{\mathbf k}\), which consists of a plane wave and incoming scattered waves. At fixed energy,

\[
\mu\propto\int d\Omega_{\mathbf k}\,\left|\langle\psi^{(-)}_{\mathbf k}|s\rangle\right|^2 .
\]

For a real, spin-independent potential, time reversal gives \(\psi^{(-)}_{\mathbf k}=(\psi^{(+)}_{-\mathbf k})^*\), where \(\psi^{(+)}\) has outgoing scattered waves. Since \(s\) is real and the integral covers all directions,

\[
\mu\propto\int d\Omega_{\mathbf k}\left|\int\psi^{(+)}_{\mathbf k}(\mathbf r)\,s(\mathbf r)\,d^3r\right|^2 .
\]

The problem has become one of electrons that arrive from all directions, and of how strongly each arrival excites the p wave at the core.

A plane wave of direction \(\hat{\mathbf q}\) has the p component \(3i\,j_1(kr)\,\hat{\mathbf q}\cdot\hat{\mathbf r}\). The absorber replaces \(j_1\) by \(e^{i\delta_1}\mathcal R_1\). The angular integral of \((\hat{\mathbf q}\cdot\hat{\mathbf r})(\boldsymbol\varepsilon\cdot\hat{\mathbf r})\) is \((4\pi/3)\,\hat{\mathbf q}\cdot\boldsymbol\varepsilon\), so the overlap with \(s\) is

\[
4\pi i\,e^{i\delta_1}M\,\hat{\mathbf q}\cdot\boldsymbol\varepsilon .
\]

The factor before \(\hat{\mathbf q}\cdot\boldsymbol\varepsilon\) is common to all arriving waves and cancels in \(\mu/\mu_0\). Here the single factor \(e^{i\delta_1}\) disappears on taking the modulus, so the phase \(2\delta_1\) must come from somewhere else.

The driven wave has given the fine structure with its phase \(2\delta_1+\arg f(\pi)\), and the slope of that phase accounts for the 0.195 Å displacement in the example. It remains to complete the sum over final states and find where \(2\delta_1\) arises in it, and then to treat damping, the sign of the phase slope and the recovery of the bond length.
